# Thermal Shift of a Fully Confined Optical Resonance in Silicon: test program

```python
"""Thermal shift of an optical resonance in a silicon-filled cavity.

Result under test: d(lambda)/dT = lambda * (dn/dT) / n
for a resonance whose electric energy lies entirely in the silicon,
with fixed dimensions and no dispersion.
lambda: vacuum wavelength (nm); n: refractive index; T: temperature (K).
With air gaps the rate is multiplied by the electric-energy fraction
in silicon. Dispersion and expansion are tested as corrections.
Each rate is found from resonances solved at two temperatures.
"""
import numpy as np
from scipy.constants import c
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

wavelength = 1550.0          # nm
n_si = 3.48
thermo_optic = 1.86e-4       # 1/K
order = 10                   # half-waves in the filled planar cavity
gap_width = 300.0            # nm, air on each side of the silicon block
quality = 20000.0
index_slope = -7.8e-5        # 1/nm, rough value for silicon
expansion = 2.6e-6           # 1/K, rough value for silicon
thermo_optic_growth = 3e-7   # 1/K^2, rough value for silicon
warming = 10.0               # K


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def far_wall_field(lam, index, block, gap):
    """Field at the far mirror, starting from zero at the near mirror."""
    field, slope = 0.0, 1.0  # slope is dE/dx divided by 2*pi/lam
    for n, width in ((1.0, gap), (index, block), (1.0, gap)):
        phase = 2 * np.pi * n * width / lam
        field, slope = (field * np.cos(phase) + slope * np.sin(phase) / n,
                        -field * n * np.sin(phase) + slope * np.cos(phase))
    return field


def root_near(function, center, half_width):
    return brentq(function, center - half_width, center + half_width,
                  xtol=1e-10)


def resonance(index, block, gap):
    return root_near(lambda lam: far_wall_field(lam, index, block, gap),
                     wavelength, 20.0)


def silicon_energy_fraction(lam, index, block, gap):
    """Integrate eps*E^2 layer by layer."""
    field, slope = 0.0, 1.0
    energies = []
    for n, width in ((1.0, gap), (index, block), (1.0, gap)):
        k = 2 * np.pi * n / lam
        energies.append(quad(
            lambda x: n**2 * (field * np.cos(k * x)
                              + slope * np.sin(k * x) / n)**2,
            0.0, width)[0])
        phase = k * width
        field, slope = (field * np.cos(phase) + slope * np.sin(phase) / n,
                        -field * n * np.sin(phase) + slope * np.cos(phase))
    return energies[1] / sum(energies)


# Filled planar cavity: length from the wall condition, then thermal rate.
half_wave = wavelength / (2 * n_si)
length = root_near(lambda d: far_wall_field(wavelength, n_si, d, 0.0),
                   order * half_wave + 7.0, 90.0)
assert close(length, order * half_wave, 1e-9)
lam_hot = resonance(n_si + thermo_optic, length, 0.0)
lam_cold = resonance(n_si - thermo_optic, length, 0.0)
rate_direct = (lam_hot - lam_cold) / 2
rate_formula = wavelength * thermo_optic / n_si
assert close(rate_direct, rate_formula, 1e-6)
assert round(rate_direct, 3) == 0.083

# Frequency form of the same shift, in GHz/K (c in m/s over nm gives GHz).
freq_rate_direct = (c / lam_hot - c / lam_cold) / 2
freq_rate_formula = -c / wavelength**2 * rate_formula
assert close(freq_rate_direct, freq_rate_formula, 1e-6)


# Filled sphere, lowest transverse-electric dipole mode, by radial integration.
def sphere_wall_field(lam, index, radius):
    k = 2 * np.pi * index / lam
    start = 0.5  # nm; regular solution grows as r^2 near the center
    solution = solve_ivp(
        lambda r, u: [u[1], (2 / r**2 - k**2) * u[0]],
        (start, radius), [1.0, 2 / start],
        method="DOP853", rtol=1e-10, atol=1e-10)
    return solution.y[0, -1]


radius = brentq(lambda a: sphere_wall_field(wavelength, n_si, a),
                250.0, 400.0, xtol=1e-9)
sphere_lams = [root_near(lambda lam: sphere_wall_field(
    lam, n_si + t * thermo_optic, radius), wavelength, 20.0)
    for t in (-1, 1)]
sphere_rate = (sphere_lams[1] - sphere_lams[0]) / 2
# Tolerance allows for the error of the numerical radial integration.
assert close(sphere_rate, rate_formula, 1e-4)

# Incomplete confinement: silicon block between two air gaps.
block = brentq(lambda d: far_wall_field(wavelength, n_si, d, gap_width),
               120.0, 350.0, xtol=1e-10)
fraction = silicon_energy_fraction(wavelength, n_si, block, gap_width)
partial_direct = (resonance(n_si + thermo_optic, block, gap_width)
                  - resonance(n_si - thermo_optic, block, gap_width)) / 2
partial_formula = fraction * rate_formula
assert close(partial_direct, partial_formula, 1e-5)
assert 0 < fraction < 1 and partial_direct < rate_direct


# Dispersion and expansion in the filled planar cavity.
def corrected_rate(dn_dlam, alpha):
    lams = []
    for t in (-1, 1):
        lams.append(root_near(lambda lam: far_wall_field(
            lam,
            n_si + dn_dlam * (lam - wavelength) + thermo_optic * t,
            length * (1 + alpha * t), 0.0), wavelength, 20.0))
    return (lams[1] - lams[0]) / 2


group_index = n_si - wavelength * index_slope
rate_dispersion = corrected_rate(index_slope, 0.0)
rate_expansion = corrected_rate(0.0, expansion)
rate_both = corrected_rate(index_slope, expansion)
assert close(rate_dispersion, wavelength * thermo_optic / group_index, 1e-5)
assert close(rate_expansion,
             wavelength * (thermo_optic / n_si + expansion), 1e-5)
assert close(rate_both, wavelength * (thermo_optic + n_si * expansion)
             / group_index, 1e-5)
assert rate_dispersion < rate_direct < rate_expansion

# Growth of the thermo-optic coefficient during a finite warming.
n_linear = n_si + thermo_optic * warming
n_curved = n_linear + thermo_optic_growth * warming**2 / 2
linear_shift = resonance(n_linear, length, 0.0) - wavelength
extra_shift = (resonance(n_curved, length, 0.0)
               - resonance(n_linear, length, 0.0))
assert close(linear_shift, rate_formula * warming, 1e-6)
assert close(extra_shift, wavelength * thermo_optic_growth * warming**2
             / (2 * n_si), 1e-5)

# Warming that moves the line by one linewidth, solved from the resonance.
linewidth = wavelength / quality
linewidth_warming = brentq(
    lambda t: resonance(n_si + thermo_optic * t, length, 0.0)
    - wavelength - linewidth, 0.0, 10.0)
assert close(linewidth_warming, n_si / (quality * thermo_optic), 1e-6)

print(f"Vacuum wavelength: {wavelength:.0f} nm")
print(f"Silicon index: {n_si:.2f}")
print(f"Thermo-optic coefficient: {thermo_optic:.2e} 1/K")
print(f"Relative index change: {thermo_optic / n_si:.4e} 1/K")
print(f"Planar cavity order: {order}")
print(f"Planar cavity length: {length:.2f} nm")
print(f"Resonance 1 K colder: {lam_cold:.5f} nm")
print(f"Resonance 1 K warmer: {lam_hot:.5f} nm")
print(f"Shift rate, solved resonances: {rate_direct:.5f} nm/K")
print(f"Shift rate, formula: {rate_formula:.5f} nm/K")
print(f"Shift rate, rounded: {rate_direct:.3f} nm/K")
print(f"Frequency shift rate: {freq_rate_direct:.2f} GHz/K")
print(f"Sphere radius: {radius:.2f} nm")
print(f"Sphere shift rate: {sphere_rate:.5f} nm/K")
print(f"Air gap on each side: {gap_width:.0f} nm")
print(f"Silicon block length with gaps: {block:.2f} nm")
print(f"Electric-energy fraction in silicon: {fraction:.4f}")
print(f"Shift rate with gaps, solved: {partial_direct:.5f} nm/K")
print(f"Shift rate with gaps, formula: {partial_formula:.5f} nm/K")
print(f"Rough index slope: {index_slope:.1e} 1/nm")
print(f"Group index: {group_index:.3f}")
print(f"Rough linear expansion: {expansion:.1e} 1/K")
print(f"Shift rate with dispersion only: {rate_dispersion:.5f} nm/K")
print(f"Shift rate with expansion only: {rate_expansion:.5f} nm/K")
print(f"Shift rate with both: {rate_both:.5f} nm/K")
print(f"Change from dispersion: "
      f"{100 * (rate_dispersion / rate_direct - 1):.1f} percent")
print(f"Change from expansion: "
      f"{100 * (rate_expansion / rate_direct - 1):.1f} percent")
print(f"Change from both: {100 * (rate_both / rate_direct - 1):.1f} percent")
print(f"Rough growth of thermo-optic coefficient: "
      f"{thermo_optic_growth:.0e} 1/K^2")
print(f"Finite warming: {warming:.0f} K")
print(f"Linear shift for this warming: {linear_shift:.3f} nm")
print(f"Extra shift from coefficient growth: {extra_shift:.4f} nm")
print(f"Extra shift relative to linear: "
      f"{100 * extra_shift / linear_shift:.1f} percent")
print(f"Quality factor: {quality:.0f}")
print(f"Linewidth: {linewidth:.4f} nm")
print(f"Warming for one linewidth: {linewidth_warming:.3f} K")
print("finished without a failed check")
```

Printed output:

```
Vacuum wavelength: 1550 nm
Silicon index: 3.48
Thermo-optic coefficient: 1.86e-04 1/K
Relative index change: 5.3448e-05 1/K
Planar cavity order: 10
Planar cavity length: 2227.01 nm
Resonance 1 K colder: 1549.91716 nm
Resonance 1 K warmer: 1550.08284 nm
Shift rate, solved resonances: 0.08284 nm/K
Shift rate, formula: 0.08284 nm/K
Shift rate, rounded: 0.083 nm/K
Frequency shift rate: -10.34 GHz/K
Sphere radius: 318.53 nm
Sphere shift rate: 0.08284 nm/K
Air gap on each side: 300 nm
Silicon block length with gaps: 237.73 nm
Electric-energy fraction in silicon: 0.8610
Shift rate with gaps, solved: 0.07133 nm/K
Shift rate with gaps, formula: 0.07133 nm/K
Rough index slope: -7.8e-05 1/nm
Group index: 3.601
Rough linear expansion: 2.6e-06 1/K
Shift rate with dispersion only: 0.08006 nm/K
Shift rate with expansion only: 0.08687 nm/K
Shift rate with both: 0.08396 nm/K
Change from dispersion: -3.4 percent
Change from expansion: 4.9 percent
Change from both: 1.3 percent
Rough growth of thermo-optic coefficient: 3e-07 1/K^2
Finite warming: 10 K
Linear shift for this warming: 0.828 nm
Extra shift from coefficient growth: 0.0067 nm
Extra shift relative to linear: 0.8 percent
Quality factor: 20000
Linewidth: 0.0775 nm
Warming for one linewidth: 0.935 K
finished without a failed check
```
